# Band bending and Schottky barrier height in n-type silicon

**Question**

I am working through a metal contact on n-type silicon with $10^{16}$ donors per cm³ at 300 K. The Schottky barrier height is given as 0.70 eV. I took this to mean that the bands bend by 0.70 V in equilibrium, and with that value I found a depletion width of 295 nm. But a calculated plot of $1/C^2$ against reverse voltage for the same contact extrapolates to only 0.47 V. Is the barrier 0.70 eV or not? And which number belongs in the depletion width?

**Answer**

The barrier is 0.70 eV, but the bending is a different height on the same band diagram. It comes out near 0.50 V, and it is the bending that belongs in the width.

**Two heights on one diagram**

Let $x=0$ be the interface, with the silicon at $x>0$. Let $E_C(x)$ be the conduction-band edge and $E_F$ the Fermi level, which is flat in equilibrium. Take $q>0$, and count bending as positive when the bands rise towards the metal. Then

$$\phi_B=E_C(0)-E_F,\qquad qV_{bi}=E_C(0)-E_C(\text{bulk}).$$

The barrier is measured from the Fermi level, the bending from the band edge deep in the silicon. Subtracting the second from the first gives

$$\phi_B-qV_{bi}=E_C(\text{bulk})-E_F\equiv\Delta .$$

The two heights agree only if $\Delta=0$, that is, if the Fermi level in the bulk lies at the band edge. At your doping it lies well below.

**Where the bulk Fermi level lies**

Silicon has six equivalent conduction-band valleys. In each, the energy above $E_C$ is $\hbar^2(k_l^2/m_l+k_{t1}^2/m_t+k_{t2}^2/m_t)/2$. When $\Delta\gg kT$, the Fermi function reduces to a Boltzmann factor. With two spins, the electron density is

$$n=\frac{6\cdot 2}{(2\pi)^3}\,e^{-(E_C-E_F)/kT}\int d^3k\;e^{-\hbar^2(k_l^2/m_l+k_{t1}^2/m_t+k_{t2}^2/m_t)/2kT}.$$

The integral is a product of three Gaussians, each equal to $\sqrt{2\pi m_i kT}/\hbar$. Hence

$$n=12\sqrt{m_lm_t^2}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}e^{-(E_C-E_F)/kT}=N_c\,e^{-(E_C-E_F)/kT},$$

$$N_c=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},\qquad m_d^3=36\,m_lm_t^2 .$$

The bulk is neutral. If all donors are ionized and holes are negligible there, $n=N_d$, so $\Delta=kT\ln(N_c/N_d)$ and

$$\boxed{\,qV_{bi}=\phi_B-kT\ln\frac{N_c}{N_d}\,}$$

The contact fixes the band edge at the interface; the doping fixes it in the bulk. The bending is what remains between them.

For your contact I use the rough masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, which give $m_d=1.06\,m_0$ and $N_c=2.744\times10^{19}$ cm⁻³. With $kT=0.02585$ eV,

$$\Delta=0.02585\ln(2744)=0.205\ \text{eV},\qquad V_{bi}=0.700-0.205=0.495\ \text{V}.$$

**What each height does**

Electrons in the metal must climb $\phi_B$ to enter the silicon. Electrons in the silicon bulk must climb $qV_{bi}$ to reach the metal. The second climb is lower, but its Boltzmann factor multiplies the bulk density $N_d$. When the height is measured from the Fermi level, as $\phi_B$ is, the prefactor is the silicon's effective density of states $N_c$. Putting the boxed result into the Boltzmann factor shows that both descriptions give the same electron density at the interface:

$$N_d\,e^{-qV_{bi}/kT}=N_d\,e^{-\phi_B/kT}\,\frac{N_c}{N_d}=N_c\,e^{-\phi_B/kT}.$$

Here it is $4.8\times10^7$ cm⁻³. If thermionic emission limits the current, the saturation current is proportional to this density times a thermal velocity. Using $qV_{bi}$ in place of $\phi_B$ while keeping the prefactor $N_c$ would therefore overestimate that current by

$$e^{(\phi_B-qV_{bi})/kT}=\frac{N_c}{N_d}\approx2700 .$$

**The depletion width**

Let $\psi(x)=[E_C(x)-E_C(\text{bulk})]/q$. This is minus the electrostatic potential relative to the bulk, so Poisson's equation reads $\psi''=+\rho/\varepsilon$. With ionized donors and Boltzmann electrons,

$$\psi''=\frac{qN_d}{\varepsilon}\left(1-e^{-q\psi/kT}\right).$$

Multiply by $\psi'$, so that both sides become derivatives:

$$\frac{d}{dx}\,\frac{\psi'^2}{2}=\frac{qN_d}{\varepsilon}\,\frac{d}{dx}\left(\psi+\frac{kT}{q}e^{-q\psi/kT}\right).$$

Integrate from the interface, where $\psi=V_{bi}$, to the bulk, where $\psi=\psi'=0$. Writing $F=|\psi'(0)|$ for the interface field,

$$-\frac{F^2}{2}=\frac{qN_d}{\varepsilon}\left[\frac{kT}{q}-V_{bi}-\frac{kT}{q}e^{-qV_{bi}/kT}\right].$$

The last exponential is the interface electron density divided by $N_d$, about $5\times10^{-9}$, and can be dropped:

$$F=\sqrt{\frac{2qN_d}{\varepsilon}\left(V_{bi}-\frac{kT}{q}\right)} .$$

The subtraction of $kT/q$ comes from the electrons that spill into the edge of the depletion layer. Gauss's law gives a positive charge $\varepsilon F$ per area. Defining the equivalent width by $\varepsilon F=qN_dW$,

$$W=\sqrt{\frac{2\varepsilon}{qN_d}\left(V_{bi}-\frac{kT}{q}\right)} .$$

Only differences of potential inside the silicon enter this derivation, which is why $V_{bi}$ appears and $\phi_B$ does not. For relative permittivity 11.7, $\varepsilon=1.036\times10^{-12}$ F/cm and $qN_d=1.602\times10^{-3}$ C/cm³, so

$$W=\sqrt{\frac{2(1.036\times10^{-12})(0.4695)}{1.602\times10^{-3}}}\ \text{cm}=246\ \text{nm},$$

and $F=38$ kV/cm. Your 295 nm results from putting 0.70 V in place of $V_{bi}$. The ratio is $\sqrt{(0.700-0.026)/(0.495-0.026)}=1.20$, so your width is 20% above the correct one.

Holes were left out. With a rough hole mass of $1.15\,m_0$ and a gap of 1.12 eV, their density at the interface is about $3\times10^{12}$ cm⁻³. That exceeds the electron density there, but is only 0.03% of the donor density.

The boxed result can be tested without assuming the bulk level. I solved Poisson's equation numerically with Fermi–Dirac electrons and with holes, imposing only $E_C(0)-E_F=0.70$ eV and zero field far from the contact. The solution settles at $\Delta=0.2047$ eV, with a bending of 0.4953 V and a width of 246.4 nm, in agreement with the formulas to the digits shown.

**Why your capacitance plot gives 0.47 V**

A reverse voltage $V_R$ lowers the bulk Fermi level by $qV_R$ relative to that of the metal. In this model $\phi_B$ stays fixed, while the bending grows to $V_{bi}+V_R$. The depletion charge per area is then

$$Q=qN_dW=\sqrt{2q\varepsilon N_d\left(V_{bi}+V_R-\frac{kT}{q}\right)} .$$

Differentiate to get the capacitance per area, then square and invert:

$$C=\frac{dQ}{dV_R}=\sqrt{\frac{q\varepsilon N_d}{2(V_{bi}+V_R-kT/q)}},\qquad \frac1{C^2}=\frac{2}{q\varepsilon N_d}\left(V_{bi}+V_R-\frac{kT}{q}\right).$$

The line reaches zero at $V_R=-(V_{bi}-kT/q)=-0.469$ V. That is your 0.47 V. To recover the barrier, add back both missing pieces:

$$0.469+0.026+0.205=0.700\ \text{eV}.$$

The slope supplies the $N_d$ needed for the last term.

**How the difference changes**

With the barrier held at 0.70 eV and the temperature at 300 K, each tenfold increase in doping reduces $\Delta$ by $kT\ln10=0.06$ eV. For fully ionized donors the bending is 0.436 V at $10^{15}$ cm⁻³ and 0.555 V at $10^{17}$ cm⁻³; donors 45 meV deep lower the latter by 1 mV.

The two heights meet when the bulk Fermi level reaches $E_C$. The Boltzmann formula would put this at $N_d=N_c$, but it is no longer valid there; Fermi statistics give $2.1\times10^{19}$ cm⁻³ for fully ionized donors in an unchanged band. At still higher doping $\Delta$ is negative, and the bending exceeds the barrier.

In the opposite limit, a barrier of 0.205 eV at your doping would give flat bands. The width formula fails before that: it neglects the electrons at the interface, and already gives zero width at $qV_{bi}=kT$.

Temperature matters too. With the barrier and masses held fixed, the bending at your doping is 0.535 V at 250 K and 0.412 V at 400 K. Warming moves the bulk Fermi level further below the band edge.

For p-type silicon the same argument holds with the hole barrier, the valence-band edge and downward bending.

**How far to trust this for a real contact**

A barrier of 0.70 eV is in the range of real metal and silicide contacts on n-type silicon, roughly 0.5 to 0.9 eV. A doping of $10^{16}$ cm⁻³ suits a rectifying diode; low-resistance contacts use far heavier doping, where this non-degenerate treatment fails. The main correction to the meaning of "barrier" here is the image force. An electron at distance $x$ from the metal has the energy

$$\phi_B-qFx-\frac{q^2}{16\pi\varepsilon x},$$

if the field is taken as constant near the interface. Setting the derivative to zero gives a maximum at $x_m=\sqrt{q/(16\pi\varepsilon F)}=2.8$ nm. The two subtracted terms are equal there, so the top is lowered by $2qFx_m=22$ meV. I have used 0.70 eV for the barrier before this lowering. A barrier inferred from a current may already include it. If 0.70 eV were such a value, the unlowered barrier would be about 0.72 eV, the bending about 0.52 V and the capacitance intercept about 0.49 V. Your intercept of 0.47 V fits an unlowered barrier of 0.70 eV instead. Real interfaces can also have barriers that vary from place to place, which this one-dimensional model leaves out.

The other effects I estimated matter less at 300 K:

- Donors 45 meV deep (a rough value) are 99.6% ionized in the bulk, which shifts $\Delta$ by 0.1 meV.
- A 10% larger $N_c$ lowers the bending by 2.5 mV. A relative permittivity of 11.9 instead of 11.7 leaves the bending unchanged and widens the layer by about 2 nm.
- At this density there is one donor per cube of side 46 nm. The potential of a single donor at that distance is 2.7 mV. This is the size of one contribution only; randomly placed donors add up to an rms unevenness of about 10 mV in the middle of the depletion layer, while the metal screens it to about 2 mV at the barrier top.
- Tunnelling is governed by $E_{00}=(q\hbar/2)\sqrt{N_d/(m_t\varepsilon)}=1.25$ meV, only 5% of $kT$, so thermal emission over the barrier dominates. Tunnelling just below the top is still not negligible. For a triangular barrier its energy scale is $[3\hbar qF/(4\sqrt{2m_t})]^{2/3}\approx12$ meV. With the top rounded by the image force, roughly 10 to 15% of the current passes below it for mass $m_t$; the exact share depends on how the image potential is cut off at the metal.
- The interface field is 13% of a rough breakdown field of 300 kV/cm.

The numerical output below lists the main values.

## Table of computed values

```
Temperature: 300 K
Donor density: 1.0e+16 cm^-3
Barrier height: 0.70 eV
Electron masses ml, mt: 0.92, 0.19 m0
Hole density-of-states mass: 1.15 m0
Relative permittivity: 11.7
Band gap: 1.12 eV
Electron density-of-states mass: 1.061 m0
Nc: 2.744e+19 cm^-3
k-space electron density: 9.9987e+15 cm^-3
Thermal energy kT: 0.02585 eV
Nc/Nd: 2744
Bulk Ec-Ef, formula: 0.2047 eV
Bulk Ec-Ef, Poisson: 0.2047 eV
Band bending, formula: 0.4953 V
Band bending, Poisson: 0.4953 V
Interface electron density: 4.77e+07 cm^-3
Same density from bulk climb: 4.77e+07 cm^-3
Depletion width, formula: 246.4 nm
Depletion width, Poisson: 246.4 nm
Interface field, formula: 38.11 kV/cm
Interface field, Poisson: 38.11 kV/cm
Width if barrier used as bending: 295.3 nm
Width error: 19.8 %
Current factor if bending used as barrier: 2744
C-V intercept magnitude, Poisson: 0.4694 V
Vbi - kT/q, formula: 0.4695 V
Barrier recovered from C-V: 0.7000 eV
Doping recovered from C-V: 1.000e+16 cm^-3
Bending at Nd=1e+15 cm^-3: 0.4358 V
Bending at Nd=1e+17 cm^-3: 0.5549 V
Bending for 0.60 eV barrier: 0.3953 V
Bending at 250 K: 0.5353 V
Bending at 400 K: 0.4122 V
Electron density when Ef=Ec: 2.10e+19 cm^-3
Image-force lowering: 21.7 meV
Image-force maximum position: 2.84 nm
Donor depth (rough): 45 meV
Ionized donor share in bulk: 99.59 %
Bulk-level shift, ionization: 0.107 meV
Bulk-level shift, degeneracy: -3.33 ueV
Bulk-level shift, Nc up 10%: 2.46 meV
Tunnelling energy E00 (mass mt): 1.25 meV
E00/kT: 0.048
Breakdown field (rough): 300 kV/cm
Interface field/breakdown field: 0.127
Mean donor spacing: 46.4 nm
One-donor potential at spacing: 2.65 mV
```
